# The longitudinal double-spin asymmetry of high-energy Møller scattering

## Problem

Two electrons collide head-on with equal energies $E$ and scatter through an angle $\theta$ in the centre-of-momentum (CM) frame. Let $\sigma_{\rm eq}$ and $\sigma_{\rm op}$ be the differential cross sections for equal and opposite initial helicities, summed over final spins, and let

$$A=\frac{\sigma_{\rm eq}-\sigma_{\rm op}}{\sigma_{\rm eq}+\sigma_{\rm op}} .$$

Work at lowest order in quantum electrodynamics: one exchanged photon, no radiation, no weak exchange.

1. Find $A(\theta)$ for $E\gg m$ at fixed $0<\theta<\pi$, and its largest value.
2. Find how the electron mass changes $A$ at $90^\circ$.
3. A beam of total energy 2 GeV and longitudinal polarization 0.80 strikes free electrons at rest with polarization 0.08 along the beam line. How much does the rate at CM angle $90^\circ$ change when the target polarization is reversed?

Units have $\hbar=c=1$. Write $p=|\mathbf p|$, $C=\cos(\theta/2)$, $S=\sin(\theta/2)$. The metric is $(+,-,-,-)$, so the squared momentum transfers are

$$t=(p_1-p_3)^2=-4p^2S^2,\qquad u=(p_1-p_4)^2=-4p^2C^2,$$

and the squared total CM energy is $s=4E^2$.

## First estimate by scaling

$A$ is dimensionless, so when $m$ is negligible it can depend on $\theta$ alone. In that limit the photon coupling preserves helicity.

There are two routes: incoming electron 1 becomes outgoing electron 3 or outgoing electron 4. Treat each electron as a charge density of size $2E$ and ignore its spin structure. The routes then have magnitudes, in units of $e^2$,

$$\frac{(2E)^2}{|t|}\sim\frac1{S^2},\qquad \frac{(2E)^2}{|u|}\sim\frac1{C^2}.$$

For equal helicities both routes end in the same state, so amplitudes are added. For opposite helicities the outgoing helicities reveal the route, so squares are added. Scaling does not fix the relative sign in the first case. A minus sign would forbid equal-helicity scattering at $90^\circ$. Equal helicities mean antiparallel spins, which contain a spin singlet, and for slow electrons the Pauli principle allows a singlet to scatter there. Carrying this over to high energy, an assumption that the exact amplitudes below confirm, I take the plus sign:

$$A_{\rm est}=\frac{(S^{-2}+C^{-2})^2-(S^{-4}+C^{-4})}{(S^{-2}+C^{-2})^2+(S^{-4}+C^{-4})}
=\frac{2S^2C^2}{2(S^4+C^4)+2S^2C^2}.$$

The last form follows on multiplying above and below by $S^4C^4$. With $S^4+C^4=1-2S^2C^2$ and $S^2C^2=\tfrac14\sin^2\theta$,

$$A_{\rm est}=\frac{S^2C^2}{1-S^2C^2}=\frac{\sin^2\theta}{3+\cos^2\theta}.$$

This suggests a positive asymmetry, vanishing forward and reaching $1/3$ at $90^\circ$.

## Exact solution at lowest order

**Currents.** Up to an overall phase, the amplitude is

$$M=e^2\left(\frac{N_t}{t}-\frac{N_u}{u}\right),$$

$$N_t=(\bar u_3\gamma^\mu u_1)(\bar u_4\gamma_\mu u_2),\qquad N_u=(\bar u_4\gamma^\mu u_1)(\bar u_3\gamma_\mu u_2).$$

The minus sign comes from exchanging identical fermions. In the Dirac representation, with $\bar uu=2m$, a spinor of helicity $h=\pm1$ is

$$u=\begin{pmatrix}\sqrt{E+m}\,\chi\\ h\sqrt{E-m}\,\chi\end{pmatrix},\qquad \boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi=h\chi .$$

All four energies are equal, so

$$\bar u'\gamma^0u=[E+m+hh'(E-m)]\,\chi'^\dagger\chi,\qquad
\bar u'\boldsymbol\gamma u=p(h+h')\,\chi'^\dagger\boldsymbol\sigma\chi .$$

If helicity is kept, the density is $2E\chi'^\dagger\chi$ and the spatial current is $2hp\,\chi'^\dagger\boldsymbol\sigma\chi$. If it flips, the density is $2m\chi'^\dagger\chi$ and the spatial current vanishes.

Let $\uparrow,\downarrow$ be spin states along the beam and $\uparrow'=(C,S)$, $\downarrow'=(-S,C)$ those along $\mathbf p_3$. Then

$$\langle\uparrow'|\uparrow\rangle=\langle\downarrow'|\downarrow\rangle=C,\qquad \langle\uparrow'|\downarrow\rangle=S,\qquad \langle\downarrow'|\uparrow\rangle=-S .$$

Electrons 2 and 4 move against these axes, so their positive helicity means spin down. Products of spatial currents follow from the exchange identity

$$\langle3|\boldsymbol\sigma|1\rangle\cdot\langle4|\boldsymbol\sigma|2\rangle=2\langle3|2\rangle\langle4|1\rangle-\langle3|1\rangle\langle4|2\rangle,$$

and from the same identity with 3 and 4 interchanged. Each $N$ is the density product minus the current product.

**Equal helicities kept, $++\to++$.** The states 1, 2, 3, 4 are $\uparrow,\downarrow,\uparrow',\downarrow'$. Hence

$$N_t=4E^2C^2-4p^2(-2S^2-C^2)=4[E^2C^2+p^2(1+S^2)],$$

$$N_u=-4E^2S^2-4p^2(2C^2+S^2)=-4[E^2S^2+p^2(1+C^2)].$$

Dividing by the negative $t$ and $u$ gives

$$\frac{M}{e^2}=-\frac1{p^2}\left[\frac{E^2C^2+p^2(1+S^2)}{S^2}+\frac{E^2S^2+p^2(1+C^2)}{C^2}\right].$$

The opposite signs of $N_t$ and $N_u$ compensate the Fermi sign, so the routes add, as the estimate assumed.

**Opposite helicities kept by each outgoing label, $+-\to+-$.** The states are $\uparrow,\uparrow,\uparrow',\uparrow'$, and every overlap is $C$. The two helicity signs in the spatial currents are opposite, so

$$N_t=4E^2C^2+4p^2(2C^2-C^2)=4C^2(E^2+p^2).$$

In $N_u$ both currents flip helicity, so $N_u=4m^2C^2$. Thus

$$\frac{M}{e^2}=-\frac1{p^2}\left[\frac{C^2(E^2+p^2)}{S^2}-m^2\right].$$

**Outgoing helicities interchanged, $+-\to-+$.** Now every overlap is $-S$, with $N_t=4m^2S^2$ and $N_u=4S^2(E^2+p^2)$:

$$\frac{M}{e^2}=\frac1{p^2}\left[\frac{S^2(E^2+p^2)}{C^2}-m^2\right].$$

**Remaining flips.** For $++\to--$ all currents flip, giving $N_t=-4m^2S^2$, $N_u=4m^2C^2$ and $M/e^2=2m^2/p^2$. If one electron's helicity differs from the initial pair, each route contains one kept and one flipped current. The flipped one has no spatial part. Inserting the overlaps gives $N_t=N_u=\pm4EmCS$, with the upper sign for $++\to+-$ and the lower for $++\to-+$, $+-\to++$ and $+-\to--$. Therefore

$$\left|\frac{M}{e^2}\right|=\frac{Em}{p^2}\left|\frac CS-\frac SC\right|=\frac{2Em}{p^2}|\cot\theta| .$$

Reflection in the scattering plane reverses all helicities but leaves the momenta unchanged. The initial settings $--$ and $-+$ therefore give the same summed cross sections as $++$ and $+-$.

**High-energy limit.** Set $m=0$, $E=p$. The surviving magnitudes are

$$++\to++:\ \frac2{S^2}+\frac2{C^2}=\frac2{S^2C^2},\qquad
+-\to+-:\ \frac{2C^2}{S^2},\qquad
+-\to-+:\ \frac{2S^2}{C^2}.$$

Their squares share the factor $4/(S^4C^4)$, which cancels in the ratio:

$$A=\frac{1-C^8-S^8}{1+C^8+S^8}.$$

Put $c=\cos\theta$, so that $C^2=(1+c)/2$ and $S^2=(1-c)/2$. Odd powers cancel in the sum:

$$C^8+S^8=\frac{(1+c)^4+(1-c)^4}{16}=\frac{1+6c^2+c^4}{8}.$$

The numerator becomes $(7-6c^2-c^4)/8=(1-c^2)(7+c^2)/8$, and the denominator $(9+6c^2+c^4)/8=(3+c^2)^2/8$. Hence

$$\boxed{A(\theta)=\frac{\sin^2\theta\,(7+\cos^2\theta)}{(3+\cos^2\theta)^2}=\frac{16}{(3+\cos^2\theta)^2}-1}$$

The second form holds because numerator plus denominator of the ratio is 2. It is largest where $\cos^2\theta$ is smallest, at $90^\circ$, where $A=16/9-1=7/9$.

The sign belongs to the helicity definition. Since the electrons move oppositely, the asymmetry "parallel minus antiparallel spins" is $-A$.

**Mass at $90^\circ$.** Single-flip amplitudes are of order $m/E$, but they lead to distinct final helicities and enter as squares. The other amplitudes contain $m^2$ and $E^2$. At fixed angle the correction to $A$ is therefore of order $m^2/E^2$.

At $90^\circ$ the single flips vanish. With $g=E/m$ and $p^2=m^2(g^2-1)$, the equal-helicity magnitudes are $2(4g^2-3)/(g^2-1)$ and $2/(g^2-1)$. The two opposite-helicity magnitudes are $(E^2+p^2-m^2)/p^2=2$. Multiplying the summed squares by $(g^2-1)^2/4$,

$$\sigma_{\rm eq}:\sigma_{\rm op}=(16g^4-24g^2+10):(2g^4-4g^2+2),$$

$$A(90^\circ)=\frac{7g^4-10g^2+4}{9g^4-14g^2+6},\qquad
A-\frac79=\frac{8g^2-6}{9(9g^4-14g^2+6)}\simeq\frac{8}{81g^2}.$$

The last step is for large $g$. In the opposite limit $g\to1$, $A\to1$. For slow electrons the interaction is the Coulomb one, which does not act on spin, and parallel spins form a triplet whose spatial amplitude is antisymmetric under $\theta\to\pi-\theta$; it vanishes at $90^\circ$. This zero follows from exchange symmetry for any interaction that does not act on spin; at higher speeds the interaction does act on spin, and the zero is lost. At other angles, the lowest-order asymmetry can fail for slow electrons unless $\alpha/v\ll1$, where $v$ is the relative velocity and $\alpha=e^2/4\pi$.

## The beam on electrons at rest

The total CM energy follows from $s=2m^2+2mE_{\rm beam}$:

$$\sqrt s=\sqrt{2(0.511)^2+2(0.511)(2000)}\ \text{MeV}=45.22\ \text{MeV},\qquad g=\frac{\sqrt s}{2m}=44.24 .$$

The target moves with velocity $p/E$ in the CM frame. Undoing that motion gives an outgoing electron the longitudinal momentum $gp(1+\cos\theta)$ and leaves its transverse momentum $p\sin\theta$ unchanged. Thus $\tan\theta_{\rm lab}=\tan(\theta/2)/g$. At CM angle $90^\circ$ both electrons emerge at $1.295^\circ$, each with energy $gE=mg^2=1.000$ GeV.

The CM cross section is $d\sigma/d\Omega=|M|^2/(64\pi^2s)$, with the square summed over final spins. For an unpolarized initial state at high energy the average square is

$$\frac{e^4}{2}\,\frac{4(1+C^8+S^8)}{S^4C^4}=\frac{4e^4(3+\cos^2\theta)^2}{\sin^4\theta},
\qquad
\frac{d\sigma}{d\Omega}=\frac{\alpha^2(3+\cos^2\theta)^2}{s\,\sin^4\theta}.$$

This counts an electron seen at $\theta$. Its partner leaves in the opposite direction, so integrating over a region that contains both directions counts the event twice. With the mass retained, the values at $90^\circ$ are 162.31 µb/sr for equal and 20.28 µb/sr for opposite helicities. Their mean is $\sigma_0=91.30$ µb/sr, and

$$A=\frac{162.31-20.28}{162.31+20.28}=0.778 ,$$

or 0.7778 from the unrounded values.

The mass shift is $5.05\times10^{-5}$, in agreement with $8/(81g^2)$. These digits describe the lowest-order formula only. Radiative corrections, which bring further powers of $\alpha\simeq0.007$, are not evaluated here, so a shift this small should not be read as a prediction for a measurement. Its sign depends on angle: the mass lowers $A$ at $30^\circ$, $45^\circ$ and $60^\circ$, and raises it at $75^\circ$ and $90^\circ$.

A boost along the beam commutes with the spin component along it, so the target's spin label survives the change of frame. Let $P_b,P_t$ be the polarizations along the beam direction. Spins are parallel with probability $(1+P_bP_t)/2$, and parallel spins mean opposite helicities:

$$\sigma=\frac{1+P_bP_t}{2}\sigma_{\rm op}+\frac{1-P_bP_t}{2}\sigma_{\rm eq}=\sigma_0(1-P_bP_tA).$$

Here $P_bP_tA=0.80\times0.08\times0.7778=0.0498$. The cross section is 86.75 µb/sr for parallel polarizations and 95.84 µb/sr for antiparallel ones. Reversing the target from parallel to antiparallel raises the rate by $9.09/86.75=10.5\%$. Binding and motion of electrons in a real target are left out.

As a test of the sign and the boost argument, spin-projected traces evaluated with the target at rest, for $g=3$ and three angles, agree with the CM result.

## Comparison

The exact high-energy result is the estimate times a correction factor:

$$\frac{A}{A_{\rm est}}=\frac{7+\cos^2\theta}{3+\cos^2\theta}.$$

This factor runs from 2 in the forward limit to $7/3$ at $90^\circ$. The estimate gave the forward zero and the place of the maximum, and also the sign once the two equal-helicity routes were assumed to add, but less than half the size.

The missing piece is spin structure. For equal helicities the true routes are $2/S^2$ and $2/C^2$, twice the estimated ones. In $N_t$ at $m=0$ the density product is $4E^2C^2$, already reduced by spin overlap, and the spatial currents add $4E^2(1+S^2)$; the angle dependence cancels and the sum is $8E^2$. A common factor of 2 would cancel in $A$. For opposite helicities the density product in $N_t$ is the same $4E^2C^2$, but the spatial currents add only $4E^2C^2$, so the overlap factor survives: the two routes carry additional factors $C^2$ and $S^2$. "Overlap" below means these surviving factors. At $90^\circ$ these halve both amplitudes. The equal-helicity amplitude is then $4+4=8$, against two separate amplitudes of 2, and the squares stand as $64:8$.

Interference and overlap are both needed. Overlap without interference would give $(32-8)/(32+8)=3/5$ at $90^\circ$; interference without overlap gives the estimated $1/3$.

At small angles the division is equally visible. To first order in $S^2$, interference changes the equal-helicity square by the factor $1+2S^2$, while overlap changes the opposite-helicity square by $1-2S^2$. Each contributes $S^2$ to the asymmetry, so $A\simeq2S^2\simeq\theta^2/2$, twice the estimate. At $30^\circ$, $2S^2=0.134$ against the full high-energy value 0.138. The form $\theta^2/2=0.137$ lies closer only through a partial cancellation. Since $3+\cos^2\theta=4(1-S^2C^2)$, the full result is $A=(1-S^2C^2)^{-2}-1=2S^2+S^4+\dots$, while $\theta^2/2=2(\arcsin S)^2=2S^2+\tfrac23S^4+\dots$ happens to supply two thirds of the neglected term. The numerical output below lists the other angles.

## Computed results

```
Electron rest energy: 0.510999 MeV
Inverse fine-structure constant: 137.0360 (no unit)
Beam total energy: 2.000 GeV
Beam polarization: 0.80 (no unit)
Target polarization: 0.08 (no unit)
Total CM energy: 45.2163 MeV
g = E/m in CM frame: 44.2431 (no unit)
Lab angle for CM 90 deg: 1.2948 deg
Lab energy of each electron at CM 90 deg: 1.00026 GeV
CM angle, limiting A, A with mass at this g (no unit):
  30 deg: 0.137778  0.137763
  45 deg: 0.306122  0.306099
  60 deg: 0.514793  0.514782
  75 deg: 0.700968  0.700994
  90 deg: 0.777778  0.777828
High-energy amplitude magnitudes at 90 deg, g = 2000 (units e^2):
  ++ to ++: 8.00000
  +- to +-: 2.00000
  +- to -+: 2.00000
A at 90 deg without interference: 0.60000 (no unit)
Mass shift of A at 90 deg: 5.048e-05 (no unit)
g^2 times mass shift at g = 60: 0.09879 (no unit)
8/81 for comparison: 0.09877 (no unit)
A at 90 deg for g = 1.001: 0.999992 (no unit)
Single-flip amplitude ratio, g = 40 to 80, 60 deg: 2.0009
CM cross section, equal helicities, 90 deg: 162.309 microbarn/sr
CM cross section, opposite helicities: 20.283 microbarn/sr
CM cross section, unpolarized: 91.296 microbarn/sr
Equal/opposite ratio at 90 deg: 8.0020 (no unit)
Rate, polarizations parallel: 86.752 microbarn/sr
Rate, polarizations antiparallel: 95.841 microbarn/sr
Counting asymmetry, parallel - antiparallel: -0.04978 (no unit)
```
